\section*{Valley-Orbit Symmetry of X-Valley Donors on the Two Zinc-Blende Sublattices, part 2}

A shallow donor in a model of cubic silicon carbide has different level schemes on the two sublattices, carbon (A) and silicon (B). Energies are measured from the conduction-band edge, and spin is not counted in degeneracies unless stated.

The band has three minima, at the X points $\mathbf k_j=(2\pi/a)\hat{\mathbf e}_j$, $j=x,y,z$, and its state there is $X_1$ about carbon. The real valley states $\psi_j$ have slowly varying envelopes $F_j$, with common value $F(0)$ at the donor. Under the tetrahedral group $T_d$ of the donor site they form $A_1+E$ for a carbon donor. For a silicon donor they transform like $x,y,z$ and form $T_2$, with equal diagonal elements $d$ and no valley couplings. If the minima leave X, there are six valleys, forming $A_1+E+T_2$ on either site.

An extra energy $U$ on the orbital of a carbon donor gives, in first order, the valley matrix
\begin{equation}
V=v\begin{pmatrix}1&1&1\\1&1&1\\1&1&1\end{pmatrix},
\qquad v=U\Omega F(0)^2 ,
\label{eq:contact}
\end{equation}
where $\Omega=a^3/4$ is the primitive-cell volume. It moves $A_1$ by $3v$ and leaves $E$ in place. For a silicon donor, an equal extra energy on all four carbon neighbours moves the triplet as a whole; on one neighbour alone it splits the triplet.

The lattice model has one $s$ orbital per site. Carbon orbitals, of energy $e_C=4t_n+8t_f$, are coupled by $t_n$ to 12 near carbon sites, by $t_f$ to 24 farther ones, and by $T$ to their four silicon neighbours. The silicon orbital at X lies $\Delta$ above the band edge. The minimum stays at X while $T^2/\Delta$ is below $t_n-2t_f$; here the ratio is $0.22$. The parameters are $a=0.436$ nm, $\Delta=3.0$ eV, $T=0.50$ eV, $t_n=0.7789$ eV and $t_f=0.2004$ eV. They give longitudinal and transverse masses $m_l=0.68$ and $m_t=0.25$, in units of the free-electron mass $m_0$.

\subsection{Counting the levels directly}

The donor adds the energy $-e^2/(4\pi\epsilon_0\epsilon r)$ to every orbital, with relative permittivity $\epsilon=9.7$. On the donor site itself $r$ is replaced by the bond length $\sqrt3a/4$, and $U=-0.8$ eV is added. The crystal is a sphere centred on the donor, so that its surface keeps $T_d$.

In a sphere of radius $1.74$ nm the Hamiltonian was diagonalized without any use of symmetry. The carbon donor had one level, then a pair $36.6$ meV above it. Under the threefold, twofold, rotation-reflection and mirror operations the characters were $(1,1,1,1)$ and $(-1,2,0,0)$, those of $A_1$ and $E$. For the silicon donor a further $-0.3$ eV was put on each of its four carbon neighbours, to give the central cell a finite range. The lowest three levels agreed to about $10^{-12}$ meV and had the characters $(0,-1,-1,1)$ of $T_2$. With the $-0.3$ eV on one neighbour alone, the three levels spread over $10.6$ meV. Confinement in so small a sphere enlarges this spread, which falls to $4.0$ meV at radius $3.05$ nm and to $2.6$ meV at $4.36$ nm. The triplet thus survives a finite-range tetrahedral potential and splits when the tetrahedral symmetry is broken, as the four-neighbour calculation requires.

\subsection{What the central cell shifts}

A twofold rotation through the donor leaves the donor point fixed but reverses two of the three $T_2$ functions. Those two vanish there, and with another rotation so does the third. The values of the two $E$ functions at the donor would have to form a vector unchanged by every operation, and the irreducible representation $E$ contains no such vector except zero. A contact potential therefore acts on $A_1$ alone. For the same reason neither $E$ nor $T_2$ has a contact hyperfine interaction with the donor nucleus in this one-electron, spin-orbit-free description.

The size of the $A_1$ shift needs $F(0)$. Take the trial envelope
\begin{equation}
F_z=\frac{1}{\sqrt{\pi a_t^2a_l}}
\exp\left(-\sqrt{\frac{x^2+y^2}{a_t^2}+\frac{z^2}{a_l^2}}\right).
\end{equation}
In the scaled coordinates $x/a_t$, $y/a_t$, $z/a_l$ it is a hydrogen $1s$ function. There the mean square gradient is 1, one third from each direction, and the mean inverse radius is 1. Averaging the true inverse distance over directions, with $u$ the cosine of the polar angle, gives
\begin{equation}
\begin{aligned}
E={}&\frac{\hbar^2}{2m_0}\left(\frac{2}{3m_ta_t^2}+\frac{1}{3m_la_l^2}\right)\\
&-\frac{e^2}{4\pi\epsilon_0\epsilon}\int_0^1\frac{du}{\sqrt{a_t^2(1-u^2)+a_l^2u^2}} .
\end{aligned}
\end{equation}
The minimum lies at $a_t=1.689$ nm and $a_l=1.185$ nm, with $E=-48.9$ meV. As a check, the bracket in the kinetic term is $0.935+0.349=1.284$ nm$^{-2}$, and with $\hbar^2/2m_0=0.0381$ eV nm$^2$ the kinetic energy is $48.9$ meV. This equals $-E$, as it must at a minimum with respect to a common scaling of both radii in a Coulomb potential.

The density at the donor is $F(0)^2=1/(\pi a_t^2a_l)=0.0942$ nm$^{-3}$. With $\Omega=0.02072$ nm$^3$ the first-order shift of $A_1$ is
\begin{equation}
3U\Omega F(0)^2=3(-800\ \text{meV})(0.02072)(0.0942)=-4.7\ \text{meV}.
\end{equation}
Diagonalizing the lattice donor with and without $U$, in a sphere of radius $6.10$ nm, gives $-7.7$ meV, larger by a factor of 1.65. At radius $7.85$ nm the shift is $-7.2$ meV and the factor is 1.54. The sign of one correction is known: the lowest energy of a given symmetry is a concave function of $U$, so the weight on the donor orbital grows as $U$ becomes more attractive. The lattice state may also differ from the smooth envelope already at $U=0$, but this effect is small. With the donor-orbital weight of the lattice state at $U=0$, the first-order shift is $-4.6$ meV at radius $6.10$ nm and $-4.2$ meV at $7.85$ nm, close to the contact value. The excess comes from the growth of the weight with $U$. At this strength the contact formula gives the scale of the shift and not its value.

\subsection{The levels in the larger sphere}

At radius $6.10$ nm the carbon donor has $E(A_1)=-54.4$ meV and $E(E)=-46.3$ meV, a splitting of $8.05$ meV before the levels are rounded. The silicon donor has $E(T_2)=-47.3$ meV. Since $E$ does not respond to $U$, removing $U$ would leave a splitting of only $8.05-7.71=0.34$ meV. With this choice of on-site Coulomb energy, almost all the splitting comes from $U$.

For comparison, valley states were built on the same lattice from the trial envelope, taken smoothly to zero just outside the sphere, with first-order silicon admixture. Their matrix had equal couplings for the carbon donor and none, to rounding, for the silicon donor. It gave $-51.3$, $-44.6$ and $-45.8$ meV for $A_1$, $E$ and $T_2$. These lie above the lattice levels by $3.0$, $1.7$ and $1.5$ meV, as variational energies must. The valley picture has the right level scheme and is least accurate for $A_1$.

The sphere still matters. On going from radius $4.80$ to $6.10$ nm the three levels fell by $3.2$, $4.5$ and $4.3$ meV. A larger sphere can only lower them further. At radius $7.85$ nm the $A_1$ level lies a further $1.0$ meV lower and the $T_2$ level a further $1.4$ meV lower, so the values at $6.10$ nm are too high by at least these amounts. The $E$ level lies $1.5$ meV lower there, which reduces the splitting to $7.5$ meV. At radius $9.59$ nm the levels $A_1$, $E$ and $T_2$ are at $-55.5$, $-48.1$ and $-49.1$ meV, and the splitting is $7.4$ meV. The splitting of $8.05$ meV at $6.10$ nm is therefore too large by about $0.7$ meV.

\subsection{When the triplet is no longer the ground state}

Symmetry fixes the $1s$ manifold, not the order of all donor levels. On the silicon site the donor's own $s$ orbital is an $A_1$ state. Without coupling it lies at
\begin{equation}
\Delta-0.79\ \text{eV}+U=3.00-0.79-0.80=1.41\ \text{eV},
\end{equation}
well above the edge. In the sphere of radius $6.10$ nm the lowest $A_1$ level of the silicon donor is at $-0.07$ meV, above $T_2$. This number is set by the surface of the sphere. The state has a $2p$-like envelope, odd along the valley axis, which needs more room than the $1s$ states. An effective-mass estimate with such an envelope puts it near $-16$ meV in an infinite crystal, still well above $T_2$.

For $U=-5.0$ eV the bare orbital falls to $-2.79$ eV. It couples with strength $2T=1.0$ eV to the symmetric combination of its four carbon neighbours. That combination has the mean energy $e_C-0.79\ \text{eV}+3t_n=4.72-0.79+2.34=6.27$ eV, because each neighbour is a near site of the other three. Second-order theory, with this mean energy used in the denominator, lowers the orbital by $1.0/9.06=0.11$ eV, to $-2.90$ eV. The lattice gives $-2.91$ eV. The model has no valence band, however. In cubic silicon carbide, with a gap of about $2.4$ eV, a level this deep would fall among the valence states, so this number describes only the model. At $U=-4.0$ eV the lattice level is at $-1.93$ eV, inside a gap of that size. In both cases the $A_1$ level of the model lies far below $T_2$ and holds the electron in the ground state. The triplet remains a triplet, but it is then an excited level.

\subsection{Spin and strain}

Spin-orbit coupling has the form $\sum_k h_kS_k$, where $h_k$ is an orbital operator that transforms as an axial vector and is odd under time reversal, and $S_k$ is the spin in units of $\hbar$. Between real states $h_k$ is imaginary and antisymmetric. For three states that transform like $x,y,z$, symmetry then leaves one constant,
\begin{equation}
\langle\psi_i|h_k|\psi_j\rangle=-i\lambda\varepsilon_{ijk}.
\end{equation}
This is $\lambda$ times a unit angular momentum $\mathbf L$, and
\begin{equation}
\lambda\mathbf L\cdot\mathbf S=\frac\lambda2\left[J(J+1)-2-\frac34\right].
\end{equation}
The six states form a quartet at $\lambda/2$ and a doublet at $-\lambda$, known as $\Gamma_8$ and $\Gamma_7$. So $T_2$ is unsplit only while spin-orbit coupling is left out. The model has only $s$ orbitals and cannot give $\lambda$. For a rough scale, take the weight of the $T_2$ state on the four nearest carbon sites, $0.77\%$ at radius $6.10$ nm and $0.71\%$ at $7.85$ nm, as a stand-in for the weight in $p$ orbitals of the donor. With an assumed atomic spin-orbit energy of $30$ meV this gives $0.2$ meV.

Strain matters more. If uniaxial strain along $z$ shifts that valley by $\delta$ relative to the other two, the $T_2$ matrix becomes $d\,\mathbf 1+\mathrm{diag}(0,0,\delta)$, and the triplet splits into a pair and a single level separated by $|\delta|$. With a rough deformation potential of $9$ eV, a strain difference of $10^{-3}$ between the $z$ and $x$ directions gives $\delta=9$ meV in magnitude. This is as large as the valley-orbit splitting on carbon.

\subsection{Occupation at finite temperature}

The level schemes also enter the number of free carriers. Let a donor hold at most one electron, in the $1s$ levels $E_i$ with degeneracies $g_i$ including spin, and let $N_D$ donors be uncompensated. Write $\eta$ for the Fermi energy, measured from the band edge, divided by $k_BT$. With Boltzmann statistics for the band,
\begin{equation}
n=N_ce^\eta=\frac{N_D}{1+Ze^\eta},\qquad Z=\sum_ig_ie^{-E_i/k_BT}.
\end{equation}
Multiplying out gives $N_D-n=nZe^\eta=Zn^2/N_c$, or
\begin{equation}
\frac{n^2}{N_D-n}=\frac{N_c}{Z},\qquad
N_c=6\left[\frac{(m_t^2m_l)^{1/3}m_0k_BT}{2\pi\hbar^2}\right]^{3/2},
\end{equation}
where the factor 6 counts three valleys and two spins.

At 300 K, $k_BT=25.85$ meV. The carbon donor has $Z=2e^{2.10}+4e^{1.79}\simeq40$, and the silicon donor has $Z=6e^{1.83}\simeq37$. With $N_D=10^{17}$ cm$^{-3}$ for both, the ionized fractions are $0.82$ and $0.83$. At 100 K they are $0.12$ and $0.13$. These values use the levels at radius $6.10$ nm. The levels at $9.59$ nm give $0.82$ for both sites at 300 K, and $0.11$ and $0.12$ at 100 K. At these temperatures the deeper $A_1$ level of the carbon donor is partly offset by its smaller degeneracy. At low enough temperature the exponential wins, and the ratio of the carbon sum to the silicon sum grows without limit. When $k_BT$ is large compared with the binding energies, both sums tend to 6 and the site no longer matters. Fermi statistics for the band change these fractions by less than $0.1\%$ of their value. Excited donor levels are neglected, which matters at 300 K: counting the $n=2$ shell, with effective-mass levels between about $-11$ and $-16$ meV, would lower both fractions to about $0.73$. The two sites would still be nearly equal.

\subsection{The model beside cubic silicon carbide}

The masses, permittivity and lattice constant are rough typical values for 3C-SiC. That its band edge is $X_1$ about carbon is an input. Nitrogen on the carbon site is bound there by roughly 50 meV, with a valley-orbit splitting of roughly 8 meV. The value of $U$ was chosen to reach this range, so the agreement is not a prediction, and the silicon-site result describes no particular dopant. The mean donor spacing at $10^{17}$ cm$^{-3}$ is $21.5$ nm, against an envelope radius of $1.7$ nm, so the $1s$ envelopes of neighbouring donors overlap little. The donors are still not fully independent. A Debye estimate of the screening by free electrons lowers the ionization energy by roughly $10$ meV at this density. Without the $n=2$ shell, this would raise the ionized fractions to about $0.87$ at 300 K and to roughly $0.2$ at 100 K. The estimate is rough, because a sphere with the screening length as radius holds less than one free electron on average. Cubic symmetry is a further assumption: in a film grown on a substrate with another lattice constant, a residual strain difference of $10^{-3}$ would move a valley by the $9$ meV found above. A Jahn-Teller distortion could also split $T_2$ and has not been sized here. The numerical output gives the levels to more digits than these approximations support.

\section*{Calculated quantities}
\begin{verbatim}
lattice constant (rough): 0.436 nm
longitudinal mass (rough, from band): 0.680 m0
transverse mass (rough, from band): 0.250 m0
relative permittivity (rough): 9.70
X1-X3 separation (model): 3.00 eV
C-Si hopping (model): 0.50 eV
C-C near hopping: 0.7789 eV
C-C far hopping: 0.2004 eV
central-cell potential U (chosen): -0.80 eV
primitive cell volume: 0.02072 nm^3
nondegenerate X plane-wave states tested: 5
character order: C3, C2, S4, mirror
characters, C donor, level 1: 1 1 1 1
characters, C donor, levels 2-3: -1 2 0 0
characters, Si donor, levels 1-3: 0 -1 -1 1
test cluster radius: 1.74 nm
test cluster, C donor: E minus A1: 36.60 meV
test cluster, Si donor: T2 spread: 2.4e-12 meV
same, one unequal neighbour: spread: 10.57 meV
six valleys off X, counts of A1, E, T2: 1 1 1
effective-mass 1s energy: -48.92 meV
transverse envelope radius: 1.689 nm
longitudinal envelope radius: 1.185 nm
envelope density at donor: 0.0942 nm^-3
example cluster radius: 6.10 nm
C donor, A1 energy: -54.36 meV
C donor, E energy: -46.31 meV
C donor, splitting E minus A1: 8.05 meV
Si donor, T2 energy: -47.34 meV
A1 shift due to U, first-order contact: -4.68 meV
A1 shift due to U, lattice: -7.71 meV
valley-matrix trial energy A1: -51.32 meV
valley-matrix trial energy E: -44.62 meV
valley-matrix trial energy T2: -45.83 meV
Si donor, lowest A1 energy: -0.07 meV
Si donor, lowest A1 energy at U = -5.0 eV: -2.913 eV
donor density: 1.0e+17 cm^-3
ionized fraction, C donor, 300 K: 0.8236
ionized fraction, C donor, 100 K: 0.1161
ionized fraction, Si donor, 300 K: 0.8327
ionized fraction, Si donor, 100 K: 0.1332
largest carrier-degeneracy error of fraction: 0.073 %
energy change, radius 4.80 to 6.10 nm (A1, E, T2): -3.24 -4.48 -4.26 meV
valley shift, strain 1e-3, 9 eV potential (rough): 9.00 meV
T2 weight on four nearest C sites: 0.773 %
spin-orbit scale, 30 meV atomic (rough): 0.232 meV
mean donor spacing: 21.5 nm
camel's-back ratio (minimum leaves X above 1): 0.220
\end{verbatim}
